# Why Line-Edge Roughness Departs from Inverse Square-Root Dose at High Exposure

**Question.** The edge of a printed resist line is rough partly because light arrives as photons. If the number absorbed near a piece of edge is $N$, its relative fluctuation is $1/\sqrt N$, and $N$ is proportional to the dose. One would therefore expect a hundredfold dose to make the edge ten times smoother. Why does the roughness stop following this law at high exposure, and what has to be held fixed for it to level off?

**Answer.** The photon count is the first of several random counts that decide where the edge falls. The light acts on a finite number of acid-generating molecules, the acid meets a finite number of quenchers, and the developer removes material in finite pieces. More photons do not by themselves make these numbers larger or the pieces smaller. To see what remains, we need to follow the counts through to a displacement of the edge.

## What is held fixed

Consider a chemically amplified resist. An absorbed photon releases electrons, which convert generator molecules into acid. Quenchers neutralize some acid, and the material dissolves where enough acid is left.

Divide the resist along the line into columns, each passing through the full film thickness. Columns centred at different distances across the edge form a row. Each row is assumed to have one edge position, where columns that dissolve give way to columns that remain, and $\sigma$ is the standard deviation of that position. The coordinate $x$ is measured from the nominal edge towards the dark side. The dose $D$ is the local incident dose at $x=0$, not the dose in the brightest part of the image.

A column at the edge absorbs on average $N$ photons and contains on average $m$ generators and $q$ quenchers. All three counts are taken as independent and Poisson distributed. For the molecules this neglects their size, which can reduce the fluctuations at high loading. The column is well mixed: each absorbed photon converts each remaining generator with the same probability $u$. This leaves out the shapes of electron tracks and correlations between columns.

Raising the dose normally also changes the chemistry and moves the edge. To isolate photon noise, first compare resists of decreasing sensitivity, with $u$ proportional to $1/D$. The product $k=Nu$ then stays constant, and so does the mean chemistry at the edge. Absorption and image slope are also held fixed. More dose on the same resist is treated below.

## From photons to acid

After $n$ photons a generator has survived with probability $S=(1-u)^n$. Averaging over the Poisson distribution of $n$ gives

$$
\langle S\rangle=\sum_{n=0}^{\infty}e^{-N}\frac{N^n}{n!}(1-u)^n
=e^{-N}e^{N(1-u)}=e^{-k}.
$$

The mean converted fraction is $p=1-e^{-k}$, and the mean number of acids is $mp$.

For the variance, first fix both the number of generators $M$ and the survival probability $S$. The acid count $A$ is then binomial, with mean $M(1-S)$ and variance $MS(1-S)$. Now let $M$ vary. Its mean and variance are both $m$, so at fixed $S$

$$
\mathrm{Var}(A|S)=mS(1-S)+m(1-S)^2=m(1-S).
$$

The first term is the average binomial variance; the second is the variance of the binomial mean. Finally let the photon number vary. The same rule, average variance plus variance of the mean, gives

$$
\mathrm{Var}\,A=mp+m^2\,\mathrm{Var}\,S .
$$

Since $(1-u)^2=1-(2u-u^2)$, the Poisson average used above yields

$$
\langle S^2\rangle=e^{-N(2u-u^2)}=e^{-2k+k^2/N}.
$$

Subtracting $\langle S\rangle^2=e^{-2k}$ gives

$$
\mathrm{Var}\,A=mp+m^2e^{-2k}\left(e^{k^2/N}-1\right).
$$

Within this model no approximation has been made so far. As $N$ grows at fixed $k$, the second term vanishes and $mp$ remains.

## How much of the remainder is frozen into the film?

The remainder $mp$ has two origins, which can be separated by fixing the film. For a given $M$, the mean acid number is $Mp$. The variance of this mean between films is

$$
\mathrm{Var}(Mp)=mp^2 .
$$

This is frozen inhomogeneity: some columns contained more generators before any light arrived. It would also be the covariance of the acid counts if identical copies of each film column could be exposed twice independently, because $M$ is all the two exposures share.

What is left of the molecular term is

$$
mp-mp^2=mp(1-p).
$$

This is a reaction lottery. Even with a known number of generators and a perfectly steady light, chance decides which generators react. It survives at high dose because in this comparison the extra photons produce no extra acid; each photon merely becomes less effective. The floor therefore cannot be attributed to fixed molecular inhomogeneity and development alone.

## From acid to edge position

Near the edge, take the image to be exponential with log slope $g$:

$$
k(x)=k e^{-gx}.
$$

The mean acid number minus the mean quencher number is

$$
\bar G(x)=m\left(1-e^{-k(x)}\right)-q .
$$

Because $dk(x)/dx=-gk$ at $x=0$, the chain rule gives

$$
\left.\frac{d\bar G}{dx}\right|_0
=me^{-k}\left.\frac{dk(x)}{dx}\right|_0=-gmk e^{-k}.
$$

The column dissolves when its net acid exceeds the threshold $T=\bar G(0)$. Suppose it has an excess $\delta G$. The edge of its row moves to the point $\delta x$ where $\bar G(\delta x)+\delta G=T$. For a small displacement,

$$
-gmk e^{-k}\,\delta x+\delta G=0,
\qquad
\delta x=\frac{\delta G}{gmk e^{-k}} .
$$

Excess acid moves the edge towards the dark side, as it should. Quenchers enter $G$ with a minus sign, but their independent variance $q$ adds. Hence the variance of the latent edge, before development, is

$$
\sigma_{\rm lat}^2=
\frac{mp+m^2e^{-2k}(e^{k^2/N}-1)+q}
{g^2m^2k^2e^{-2k}} .
$$

For $k^2/N\ll1$, replace $e^{k^2/N}-1$ by $k^2/N$. In the photon term the factors $m^2k^2e^{-2k}$ cancel. In the acid term,

$$
\frac{(1-e^{-k})e^{2k}}{mk^2}
=\frac{e^k(e^k-1)}{mk^2}.
$$

The result, to leading order in small fluctuations, is

$$
\sigma_{\rm lat}^2=\frac1{g^2}\left[
\frac1N+\frac{e^k(e^k-1)}{mk^2}+\frac{qe^{2k}}{m^2k^2}
\right].
$$

A steeper image reduces all three contributions by the same factor. More photons at fixed $k$ reduce the first alone.

## What development adds

Suppose the developer removes whole pieces of width $a$, whose boundaries have a random offset in each row. The latent edge is moved to the nearest boundary. For every latent position the shift $r$ is uniformly distributed between $-a/2$ and $a/2$. Its mean is zero, and its variance is

$$
\frac1a\int_{-a/2}^{a/2}r^2\,dr
=\frac1a\,\frac{2}{3}\left(\frac a2\right)^3=\frac{a^2}{12}.
$$

The distribution of $r$ does not depend on the latent position, so the two variances add. This is a simple model of development noise; a spread of piece sizes or a dose-dependent piece size would change the term. It also gives the whole row a single offset, as if one piece spanned the row's length and the film thickness. If the edge of a row is instead an average over $n$ independently placed pieces, the term falls to $a^2/(12n)$.

## The dose law

Write $N=\nu D$, where $\nu$ is the number of photons absorbed per unit dose. At fixed $k$ the full variance becomes

$$
\sigma^2=\frac{\alpha}{D}+B,\qquad \alpha=\frac1{g^2\nu},
$$

$$
B=\frac1{g^2}\left[
\frac{e^k(e^k-1)}{mk^2}+\frac{qe^{2k}}{m^2k^2}
\right]+\frac{a^2}{12}.
$$

The variances add, not the standard deviations. When $\alpha/D\gg B$, $\sigma$ follows $D^{-1/2}$, provided $N$ is still large enough for the small-fluctuation formula. When $\alpha/D\ll B$, it tends to $\sqrt B$. The change is gradual, as the logarithmic slope shows:

$$
\frac{d\ln\sigma}{d\ln D}
=\frac{D}{2\sigma^2}\frac{d\sigma^2}{dD}
=-\frac12\,\frac{\alpha/D}{\alpha/D+B}.
$$

The slope is half the photon share of the variance, with a minus sign. At the crossover dose $D_\times=\alpha/B$ it is $-1/4$.

## A worked noise budget

Take round model parameters: light of wavelength 13.5 nm, a column of $6\times6\times30$ nm³, absorption 0.005 nm⁻¹ and $g=0.15$ nm⁻¹. There are 0.4 generators and 0.05 quenchers per nm³, so $m=432$ and $q=54$. Set $k=0.7$ at 30 mJ/cm² and $a=1.5$ nm.

The photon energy is 91.84 eV, and the film absorbs a fraction $1-e^{-0.15}=0.1393$. A dose of 30 mJ/cm² is 1872 eV/nm², so

$$
N=\frac{1872\times36\times0.1393}{91.84}\approx102 .
$$

The converted fraction is $p=0.503$, which gives 217 acids, about two per absorbed photon. The slope of the net acid number has magnitude

$$
0.15\times432\times0.7\times e^{-0.7}=22.5\ \text{nm}^{-1}.
$$

The edge variances at this dose are, in nm²:

- photons: $1/(0.15^2\times102.24)=0.435$
- acid counting: $217.48/22.525^2=0.429$, of which 0.216 is generator placement and 0.213 is the reaction lottery
- quenchers: $54/22.525^2=0.106$
- development: $1.5^2/12=0.188$

The last three entries give $B=0.723$ nm², so the floor is $\sqrt B=0.85$ nm. Frozen generator and quencher numbers supply 45% of the floor variance, the lottery 29% and development 26%. These figures depend on the column size, which is a choice of the model and not a measured resist property. With sides of 10 nm instead of 6 nm, and the development term kept at $a^2/12$, the floor would be 0.62 nm, and development would supply about half of its variance. The development share also rests on one offset per row: with four independent pieces along the 6 nm row it would be about 8% instead of 26%.

The photon coefficient is $\alpha=0.4347\times30=13.0$ nm² mJ/cm². Thus

$$
D_\times=\frac{13.04}{0.7226}=18.0\ \text{mJ/cm}^2 .
$$

At 30 mJ/cm² the photon share is already down to 38%, and the logarithmic slope is about $-0.19$. The next table compares the formula with an inverse square-root extrapolation from its value at 10 mJ/cm².

| $D$ (mJ/cm²) | $\sigma$ (nm) | extrapolated (nm) |
|---:|---:|---:|
| 10 | 1.42 | 1.42 |
| 30 | 1.08 | 0.82 |
| 100 | 0.92 | 0.45 |
| 300 | 0.88 | 0.26 |
| 1000 | 0.86 | 0.14 |

At 1000 mJ/cm² the extrapolation is too small by a factor of six. Keeping the chemistry fixed requires 6.4 acids per absorbed photon at 10 mJ/cm² and only 0.06 at 1000 mJ/cm². The ends of the table therefore display the law and its limit; they are not process proposals. Even at 10 mJ/cm² photons supply only 64% of the variance, so this example has no pure inverse square-root range within the table.

## Does the floor survive without the small-displacement formula?

The edge distribution can also be calculated from the threshold rule itself. At each $x$, sum the Poisson probabilities of all relevant photon, acid and quencher counts for which the column dissolves. Call the result $F(x)$. If each row has one edge, $F(x)$ is the probability that the edge lies beyond $x$. Starting at a point $x_0$ where $F$ is practically one, integration by parts gives

$$
\langle x-x_0\rangle=\int_{x_0}^{\infty}F\,dx,\qquad
\langle(x-x_0)^2\rangle=2\int_{x_0}^{\infty}(x-x_0)F\,dx .
$$

The variance is the second result minus the square of the first. Evaluated numerically and increased by $a^2/12$, it gives $\sigma=1.433$ nm at 10 mJ/cm² and 0.860 nm at 1000 mJ/cm². The small-displacement formula gives 1.424 and 0.858 nm, lower by 0.6% and 0.2%.

This calculation also allows the causes to be removed separately. With photon noise alone, $\sigma$ falls from 0.662 nm at 30 mJ/cm² to 0.114 nm at 1000 mJ/cm². The average logarithmic slope is $-0.501$: the inverse square-root law continues. With photon noise removed and molecular noise kept, a latent variance of 0.538 nm² remains, close to the 0.535 nm² of the formula. Within the model, the departure is therefore caused by the molecular and development terms, not by a failure of photon statistics.

## What if the same resist simply receives more dose?

Now $u$ is fixed, so $k$ at $x=0$ grows in proportion to $D$. If the dissolution threshold is also left alone, a dose $f$ times larger moves the edge by $(\ln f)/g$ towards the dark side, to where the local dose has its old value. In an exponential image the roughness then does not change at all: the line has a different width but the same noise. This rests on the log slope being the same everywhere, which a real image does not provide. In a sinusoidal image of 32 nm pitch with $g=0.15$ nm⁻¹ at the nominal edge, 25% more dose moves the edge to where the log slope is 0.18 nm⁻¹, and $\sigma$ falls from about 1.11 to 0.94 nm. The gain comes from the steeper image at the new edge, not from more photons there.

To see an effect of dose at a given place, let the dissolution threshold be retuned to keep the edge at $x=0$. The latent variance formula still applies, but its molecular terms now depend on dose.

At weak conversion, expand the acid term:

$$
\frac{e^k(e^k-1)}{mk^2}
=\frac{(1+k+\cdots)(1+k/2+\cdots)}{mk}
=\frac1{mk}\left(1+\frac{3k}{2}+\cdots\right).
$$

Without quenchers, the bracket in $\sigma_{\rm lat}^2$ tends to $1/N+1/(mk)$. Both terms are proportional to $1/D$, because the mean acid number $mk$ grows with dose too. An observed inverse square-root law therefore does not prove that photons are the sole source of noise. With the present parameters but no quenchers, molecules supply 26% of the latent variance at 1.5 mJ/cm². Yet the count sum, made for a column a hundred times larger to keep fluctuations small, gives a slope of $-0.49$ between 1.5 and 3 mJ/cm².

At large $k$ the acid and quencher terms grow as $e^{2k}/k^2$. Few generators are left to convert, so the acid number hardly changes with position. The noise is then divided by a vanishing slope, and roughness rises instead of reaching a plateau.

There is one minimum between these limits. The functions $1/k$, $1/k^2$, $e^k$ and $(e^k-1)/k=\int_0^1e^{ks}ds$ all have convex logarithms. So do their products, and a sum of such functions is convex. The variance also diverges at both ends of the range of $k$. With quenchers the weak end is cut off physically, since a positive threshold requires $mp>q$; here this means $p>0.125$.

Numerical minimization of the formula gives a best dose of about 44 mJ/cm², where $k=1.02$. Including development, it gives $\sigma=1.03$ nm there and 1.17 nm at half that dose. At twice that dose it gives 1.33 nm, but for this column the number is only a guide. The threshold is then 321 net acids, while complete conversion supplies 378 on average, with a standard deviation of $\sqrt{432+54}\approx22$. About one column in 200 therefore never dissolves, however bright the light, and such a defect cannot be described as a displaced edge. In a column ten times larger the relative fluctuations are smaller and these failures are negligible. There the formula gives a latent $\sigma$ of 0.399 nm at that dose, and the count sum 0.403 nm.

## What can lower the floor?

At fixed $k$, doubling $m$ halves the acid term and divides the quencher term by four. In the example $B$ becomes

$$
0.2143+0.0266+0.1875=0.428\ \text{nm}^2,
$$

so the floor falls from 0.85 to 0.65 nm. Development then supplies 44% of the remaining variance, and further generators bring less benefit. This estimate assumes that a higher loading leaves absorption, image slope and piece size unchanged. Keeping $k$ fixed also requires the dissolution threshold $mp-q$ to rise from 163 to 381 net acids. If the threshold stays at 163 and the edge is held at $x=0$, $k$ must drop to 0.29, and the floor falls only to 0.73 nm.

For the fixed-chemistry series, a plot of $\sigma^2$ against $1/D$ is a straight line with slope $\alpha$ and intercept $B$. The intercept alone cannot tell generator placement from the lottery, quenchers or development. An independent measurement error of constant variance would raise it as well. For the same resist with a retuned threshold the plot is in general not straight, and its intercept has no such meaning.
